# The fast multipole method for Coulomb potentials: error bounds and cost, part 1

(Sections cited here and not found follow in the second part.)

The Coulomb potential at each of $N$ charges, summed pair by pair, costs $N(N-1)$ terms $q_j/r_{ij}$ (half as many distances if each pair is evaluated once), which is $2.7\times10^{8}$ for $N=16384$ and grows about 64-fold when the system grows eightfold. Replacing a distant group of charges by its multipole moments up to order $p$ is cheaper, but two things go wrong without further argument. With no error bound there is no guaranteed choice of $p$, and no assurance that the series converges for a given geometry. And the replacement alone does not make the work linear: if the charges sit in $N/s$ boxes of $s$ charges and each charge evaluates the $(p+1)^2$ moments of every distant box, that part costs about $(p+1)^2N^2/s$, still quadratic at fixed $s$. The direct sum over neighbouring boxes costs of order $Ns$, so the total is smallest for $s\propto\sqrt N$, where it grows as $N^{3/2}$. What is needed is a bound that falls geometrically with $p$, and an arrangement of expansions whose work per charge stays bounded. Atomic units are used: bohr, elementary charge e, and hartree/e for potentials.

Everything follows from one integral representation. For $\mathbf r=(x,y,z)$ define
$$w_u(\mathbf r)=z+i(x\cos u+y\sin u),\qquad \langle f\rangle=\frac1{2\pi}\int_0^{2\pi}f(u)\,du .$$
With $x=\varrho\cos\varphi$, $y=\varrho\sin\varphi$ the bracket is $\varrho\cos(u-\varphi)$, and a shift of $u$ removes $\varphi$. The substitution $\zeta=e^{iu}$, $du=d\zeta/(i\zeta)$, $\cos u=(\zeta+1/\zeta)/2$ gives
$$\Big\langle\frac1{w_u}\Big\rangle=\frac1{2\pi i}\oint_{|\zeta|=1}\frac{d\zeta}{\tfrac{i\varrho}{2}\zeta^2+z\zeta+\tfrac{i\varrho}{2}} .$$
The discriminant is $z^2+\varrho^2=r^2$, so the roots are $\zeta_\pm=(-z\pm r)/(i\varrho)$, with moduli $(r\mp z)/\varrho$ whose product is 1. For $z>0$ only $\zeta_+$ lies inside the circle, and its residue is one over the derivative of the denominator, $1/(i\varrho\zeta_++z)=1/r$. Hence
$$\frac1r=\Big\langle\frac1{w_u(\mathbf r)}\Big\rangle\qquad(z>0),\tag{1}$$
which is trivially true at $\varrho=0$ as well.

Put the $z$ axis along a vector $\mathbf R$ and let $\mathbf d$, of length $d<R$, make the angle $\gamma$ with it. The $z$ component of $\mathbf R-\mathbf d$ is positive and $w_u$ is linear, so $1/|\mathbf R-\mathbf d|=\langle 1/(R-w_u(\mathbf d))\rangle$. Since $|w_u(\mathbf d)|^2=d_z^2+(d_x\cos u+d_y\sin u)^2\le d^2<R^2$, the geometric series in $w_u(\mathbf d)/R$ converges uniformly in $u$ and can be averaged term by term:
$$\frac1{|\mathbf R-\mathbf d|}=\sum_{n=0}^\infty\frac{d^n}{R^{n+1}}P_n(\cos\gamma),\qquad P_n(\cos\gamma)=\big\langle(\cos\gamma+i\sin\gamma\cos u)^n\big\rangle .\tag{2}$$
The left side is $R^{-1}(1-2t\cos\gamma+t^2)^{-1/2}$ with $t=d/R$, the generating function of the Legendre polynomials, so the $P_n$ are those polynomials. The integrand has modulus squared $(\cos^2\gamma+\sin^2\gamma\cos^2u)^n\le1$, so $|P_n|\le1$, and $P_n(1)=1$. Dropping all terms beyond $n=p$ therefore leaves
$$|\text{remainder}|\le\frac1R\sum_{n=p+1}^\infty t^n=\frac1R\,\frac{t^{p+1}}{1-t}=\frac1{R-d}\Big(\frac dR\Big)^{p+1}.\tag{3}$$
Now take charges $q_j$ at $|\mathbf r_j|\le a$ and a field point at distance $R>a$ from the origin. The order-$p$ multipole potential $\Phi_p$ is (2) truncated at $p$ and summed with weights $q_j$. The right side of (3) increases with $d$, so each term is at most its value at $d=a$, and with $Q=\sum_j|q_j|$
$$|\Phi-\Phi_p|\le\frac{Q}{R-a}\Big(\frac aR\Big)^{p+1}.\tag{4}$$
The bound cannot be improved knowing only $Q$, $a$ and $R$: for like charges all at radius $a$ on the line to the field point, $P_n=1$ and every inequality is an equality. The sum of absolute charges enters, so (4) gives a neutral cluster the same guarantee as a charged one. As $R\to a$ both the prefactor and the ratio deteriorate, and for $R<a$ the collinear terms $a^n/R^{n+1}$ grow, so the series can diverge. An error below $\varepsilon$ is guaranteed when $p+1\ge\ln[Q/(\varepsilon(R-a))]/\ln(R/a)$.

As a model, take 40 charges $\pm1$ e (net 6 e) scattered in a sphere of $a=5$ bohr and seen from 200 directions at $R=15$ bohr, where $|\Phi|$ reaches 0.513 hartree/e. The prefactor is $40/10=4$ hartree/e and the ratio is $1/3$. At $p=2$ the bound is $4/3^3=0.148$ hartree/e, and a single charge of 40 e in the collinear position produces exactly that error; the program tests this equality at every order up to 13. For $\varepsilon=10^{-6}$ hartree/e (27.2 microvolt), $p+1\ge\ln(4\times10^6)/\ln3=13.84$, so $p=13$. The collinear error is $2.51\times10^{-6}$ hartree/e at $p=12$ and $8.36\times10^{-7}$ at $p=13$, so no lower order can be guaranteed. The scattered cluster does much better: its largest error over the 200 directions is $7.8\times10^{-3}$ hartree/e at $p=2$, 19 times below the bound, and $4.9\times10^{-8}$ at $p=12$, 51 times below. These are sampled maxima; at high order the error varies rapidly with angle, and 200 directions can miss its peak. The gap comes from the inequalities used: $|P_n|\le1$, $r_j\le a$, and the triangle inequality, applied once over the charges (replacing $q_j$ by $|q_j|$) and once over the orders $n$. The last matters on its own: a charge $q$ at radius $a$ on the far side of the centre has $P_n=(-1)^n$, so its remainder is an alternating geometric series of modulus $|q|(a/R)^{p+1}/(R+a)$, a fraction $(R-a)/(R+a)=1/2$ of its bound here.

To gather many charges into moments, the degree-$n$ term of (2) must be split into a factor depending on $\mathbf d$ and one depending on $\mathbf R$, for any direction of $\mathbf R$. With $\xi=x+iy$, $w_u=z+\frac i2\xi^*e^{iu}+\frac i2\xi e^{-iu}$, so $w_u^n$ is a trigonometric polynomial of degree $n$, and the regular solid harmonics are defined by
$$\frac{w_u(\mathbf r)^n}{n!}=\sum_{m=-n}^nA_n^m(\mathbf r)\,e^{imu},$$
with $A_n^m=0$ for $|m|>n$. Each $A_n^m$ is a homogeneous polynomial of degree $n$. Matching $e^{imu}$ in $w^n/n!=(w/n)\,w^{n-1}/(n-1)!$ gives $nA_n^m=zA_{n-1}^m+\frac i2\xi^*A_{n-1}^{m-1}+\frac i2\xi A_{n-1}^{m+1}$, at most three products per coefficient. Linearity of $w_u$ and the binomial theorem give $w(\mathbf a+\mathbf b)^n/n!=\sum_j[w(\mathbf a)^j/j!]\,[w(\mathbf b)^{n-j}/(n-j)!]$, and matching $e^{imu}$ yields the finite addition theorem
$$A_n^m(\mathbf a+\mathbf b)=\sum_{j=0}^n\sum_{k=-j}^jA_j^k(\mathbf a)\,A_{n-j}^{m-k}(\mathbf b).\tag{5}$$
For $\mathbf R=(X,Y,Z)$ with $Z>0$ and $d<Z$, $|w_u(\mathbf d)|\le d<Z\le|w_u(\mathbf R)|$, so (1) can be expanded as $\sum_n\langle w(\mathbf d)^n/w(\mathbf R)^{n+1}\rangle$. Scaling $\mathbf d\to\lambda\mathbf d$ and comparing powers of $\lambda$ with (2) identifies the terms:
$$\frac{d^nP_n(\cos\gamma)}{R^{n+1}}=\sum_{m=-n}^nA_n^m(\mathbf d)\,B_n^m(\mathbf R),\qquad B_n^m=\Big\langle\frac{n!\,e^{imu}}{w_u(\mathbf R)^{n+1}}\Big\rangle .\tag{6}$$
Both sides are polynomials in $\mathbf d$, so the restriction $d<Z$ drops out. The restriction $Z>0$ is removed by writing $B$ as a derivative. With $\partial_\pm=\partial_X\pm i\partial_Y$ one has $\partial_Zw=1$ and $\partial_\pm w=ie^{\pm iu}$, so $-\partial_Zw^{-k}=k\,w^{-k-1}$ and $i\partial_\pm w^{-k}=i\cdot(-k)\cdot ie^{\pm iu}w^{-k-1}=k\,e^{\pm iu}w^{-k-1}$. Applying these $n$ times to (1),
$$B_n^m=(-\partial_Z)^{n-|m|}(i\partial_\pm)^{|m|}\frac1R ,$$
with the sign of $m$ in $\partial_\pm$. Taken as the definition for all $\mathbf R\ne0$, this makes both sides of (6) real-analytic on a connected region; they agree on the half-space $Z>0$ and hence everywhere.

A closed form avoids the derivatives. Since $\partial_X(H/R^{2k+1})=[R^2\partial_XH-(2k+1)XH]/R^{2k+3}$, and likewise for $Y$ and $Z$, induction shows $B_n^m=H/R^{2n+1}$ with $H$ a homogeneous polynomial of degree $n$. For such $H$, $\nabla^2(R^\alpha H)=\alpha(\alpha+1+2n)R^{\alpha-2}H+R^\alpha\nabla^2H$, using $\nabla^2R^\alpha=\alpha(\alpha+1)R^{\alpha-2}$ and $\mathbf R\cdot\nabla H=nH$. At $\alpha=-(2n+1)$ the first term vanishes, and $B$ is harmonic as a derivative of $1/R$, so $H$ is harmonic. The polynomial $A_n^{m*}$ is harmonic too, because $w$ is linear and $\nabla w\cdot\nabla w=1-\cos^2u-\sin^2u=0$ make $\nabla^2w^n=0$. Rotating $\mathbf R$ about $z$ by $\varphi_0$ shifts $u$ by $\varphi_0$ in the definitions and multiplies both $H$ and $A_n^{m*}$ by $e^{im\varphi_0}$. For $m\ge0$, with $\xi=X+iY$, such a polynomial is $\sum_kc_k\,\xi^{m+k}\xi^{*k}Z^{n-m-2k}$, and $\nabla^2=\partial_Z^2+4\partial_\xi\partial_{\xi^*}$ forces $4(k+1)(m+k+1)c_{k+1}=-(n-m-2k)(n-m-2k-1)c_k$, so $c_0$ fixes it. In $w^n/n!$ the term with $m$ factors $\frac i2\xi^*e^{iu}$ and $n-m$ factors $Z$ gives, after conjugation, $c_0=(-i/2)^m/[m!\,(n-m)!]$ for $A_n^{m*}$. For $H$, $\partial_+\xi=0$ and $\partial_+R^2=2\xi$ give $(i\partial_+)^mR^{-1}=(-i)^m(2m-1)!!\,\xi^mR^{-2m-1}$; at lowest order in $\xi$, $R\to Z$ and $(-\partial_Z)^{n-m}Z^{-2m-1}=[(n+m)!/(2m)!]\,Z^{-n-m-1}$; and $(2m-1)!!/(2m)!=1/(2^mm!)$. So $c_0=(-i/2)^m(n+m)!/m!$, and the ratio of the two constants gives
$$B_n^m(\mathbf R)=(n+m)!\,(n-m)!\;A_n^m(\mathbf R)^*/R^{2n+1}.$$
Negative $m$ follows from $Y\to-Y$, which exchanges $\xi$ with $\xi^*$ and $\partial_+$ with $\partial_-$.

The fast multipole method (FMM) expands in the target position as well. Let a source lie at $\mathbf c_s+\boldsymbol\sigma$ and a target at $\mathbf c_t+\boldsymbol\tau$, where $\mathbf c_s,\mathbf c_t$ are box centres. Their separation is $\mathbf R-\mathbf d$ with $\mathbf R=\mathbf c_t-\mathbf c_s$ and $\mathbf d=\boldsymbol\sigma-\boldsymbol\tau$. Truncating (2) at degree $p$ in $\mathbf d$, inserting (6), splitting $A(\boldsymbol\sigma-\boldsymbol\tau)$ by (5) into degree $j$ in $-\boldsymbol\tau$ and degree $n$ in $\boldsymbol\sigma$, and summing over the sources gives
$$M_n^m=\sum q\,A_n^m(\boldsymbol\sigma),\qquad L_j^k=\sum_{n=0}^{p-j}\sum_mM_n^m\,B_{n+j}^{m+k}(\mathbf R),\qquad\Phi=\sum_{j,k}L_j^k\,A_j^k(-\boldsymbol\tau).\tag{7}$$
The three steps are called P2M (particle to multipole), M2L (multipole to local) and L2P. The convention is truncation at total order $n+j\le p$. For a child box with centre displaced by $\boldsymbol\delta$ from its parent's, offsets from the parent centre are $\boldsymbol\sigma+\boldsymbol\delta$ and $\boldsymbol\tau+\boldsymbol\delta$, and (5) gives the shifts M2M and L2L,
$$M_n^{m,\rm parent}=\sum_{\rm children}\sum_{j,k}A_j^k(\boldsymbol\delta)\,M_{n-j}^{m-k,\rm child},\qquad L_j^{k,\rm child}=\sum_{n=0}^{p-j}\sum_mL_{j+n}^{k+m,\rm parent}A_n^m(-\boldsymbol\delta).$$
Both are exact: a parent moment of order $n$ needs only child moments of order $\le n$, and a local expansion is a polynomial of degree $p$ rewritten about a new centre.

The boxes form a uniform octree. A cube is halved $L$ times, level $l$ has $n_l=2^l$ boxes per side of edge $h_l=2^{L-l}h$, and every leaf is assumed to hold exactly $s$ charges, so $N=s\,8^L$. Two boxes of a level are near if all three integer indices differ by at most $w\ge1$, and separated otherwise. The interaction list of a box contains the separated boxes whose parents are near its parent. The method forms leaf moments, passes them up by M2M, applies M2L over the lists at levels 2 to $L$ (at levels 0 and 1 all boxes are near), passes local expansions down by L2L, and sums near leaf pairs directly. Children of index $i$ have indices $2i$ and $2i+1$, so an index difference of at least $w+1$ becomes at least $2(w+1)-1\ge w+1$: separation persists on refinement. Going down the tree, the boxes of a given pair of charges are near up to some level and separated ever after, so the pair is treated exactly once, by M2L at its first separated level or directly if there is none. Because the shifts are exact, each far pair contributes precisely the degree-$p$ truncation of (2) with the $\mathbf R$ and $\mathbf d$ of that level.

The multipole error of a single cluster is now bounded, and the translations and octree are arranged so that each far pair contributes exactly one degree-$p$ truncation. What remains is to bound the error of the whole method and to count its work, including when that work is linear in $N$ and when it beats the direct sum.
